# Travel time to the Poole-Frenkel saddle and the choice of permittivity

**Question.** An electron leaves a charged centre in silica at 300 K in a field of 1 MV/cm ($10^8$ V/m). How long does it take to reach the Poole-Frenkel saddle, how does this time scale with field, and is it short enough compared with the optical-phonon periods to justify the high-frequency permittivity in place of the static one?

**Answer.**

## The saddle and the kinetic energy

Take a donor-like centre, neutral when occupied, which becomes a point charge $+e$ when the electron leaves. The electron moves along the axis on which the field helps it out. Let $F>0$ be the magnitude of the average field in the oxide and $C=e^2/(4\pi\varepsilon_0)=1.44$ eV nm. With a relative permittivity $\varepsilon$, still to be chosen, the potential energy is

$$V(r)=-\frac{C}{\varepsilon r}-eFr .$$

The field term contains no $\varepsilon$, because $F$ is already the field inside the oxide. At the saddle

$$V'(r_s)=\frac{C}{\varepsilon r_s^2}-eF=0,\qquad r_s=\sqrt{\frac{C}{\varepsilon eF}} .$$

Hence $C/\varepsilon=eFr_s^2$, and $V(r_s)=-2eFr_s$. Without the field the barrier top lies at zero energy, so the barrier is lowered by

$$\Delta=2eFr_s=2\sqrt{\frac{CeF}{\varepsilon}} .$$

Let the electron pass the saddle with excess kinetic energy $E$. Assume for now a classical flight without collisions, with band mass $m$. Energy conservation gives its kinetic energy on the way:

$$K(r)=E+V(r_s)-V(r)=E+eF\left(\frac{r_s^2}{r}+r-2r_s\right)=E+eF\frac{(r_s-r)^2}{r}.$$

The electron is therefore fast inside the well and slows to its thermal speed near the saddle. A constant speed $\sqrt{2E/m}$ over the whole distance gives an upper bound on the ballistic time, since $K\ge E$.

What is a thermal value of $E$? The number of electrons crossing the saddle per unit time with velocity $v$ is proportional to $v\,e^{-mv^2/2kT}dv$. Since $dE=mv\,dv$, this is proportional to $e^{-E/kT}dE$, whose mean is $kT$. I take $E=kT$ as the representative value.

## The travel time

With $x=r/r_s$ and $a=E/(eFr_s)$, the kinetic energy is $K=eFr_s[(1-x)^2/x+a]$. Then

$$t=\int_0^{r_s}\sqrt{\frac{m}{2K}}\,dr=t_0I(a),\qquad t_0=\sqrt{\frac{mr_s}{2eF}},$$

$$I(a)=\int_0^1\frac{\sqrt{x}\,dx}{\sqrt{(1-x)^2+ax}} .$$

For small $a$ the slow region near $x=1$ produces a logarithm. Put $y=1-x$, so that the root in the denominator is $\sqrt{y^2+a-ay}$, and collect terms through order $\sqrt a$.

First drop $-ay$ and split the numerator as $1+(\sqrt{1-y}-1)$. The first part gives

$$\int_0^1\frac{dy}{\sqrt{y^2+a}}=\operatorname{arsinh}\frac1{\sqrt a}\approx\ln\frac{2}{\sqrt a}.$$

The second part, at $a=0$, is

$$\int_0^1\frac{\sqrt x-1}{1-x}dx=-\int_0^1\frac{dx}{1+\sqrt x}=-\int_0^1\frac{2s\,ds}{1+s}=-2+2\ln2 ,$$

where $x=s^2$. Its leading change at finite $a$ comes from small $y$, where $\sqrt{1-y}-1\approx-y/2$:

$$-\frac12\int_0^\infty\left(\frac{y}{\sqrt{y^2+a}}-1\right)dy=\frac{\sqrt a}{2}.$$

Finally, restoring $-ay$ to first order adds

$$\frac a2\int_0^\infty\frac{y\,dy}{(y^2+a)^{3/2}}=\frac{\sqrt a}{2}.$$

The sum is

$$I(a)\approx\frac12\ln\frac1a+3\ln2-2+\sqrt a .$$

Now take rough silica-like values: $\varepsilon_\infty=2.1$ and $m=0.5\,m_0$. The field exerts a force of 0.1 eV/nm, so

$$r_s=\sqrt{\frac{1.44}{2.1\times0.1}}\ \text{nm}=2.62\ \text{nm},\qquad eFr_s=0.262\ \text{eV}.$$

With $kT=25.85$ meV, $a=0.0987$. The unit of time is $t_0=6.10$ fs and the full integral is $I=1.50$, so

$$t=6.10\times1.50\ \text{fs}\approx9.1\ \text{fs}.$$

The small-$a$ formula gives $I=1.55$, about 4% higher. Direct integration of Newton's equation outside a radius of 0.2 nm, with the time inside added by quadrature, also gives 9.13 fs. That inner region takes 1% of the time, so a core of this size hardly matters to the estimate.

Averaging over the thermal flux along the axis gives 10.7 fs; thermal starts off the axis, spread over $\sqrt{kTr_s/eF}\approx0.8$ nm, lengthen this to roughly 13 to 14 fs. The average exceeds the time at the mean energy because, at every $r$, $1/\sqrt K$ is a convex function of $E$. The constant-speed bound for $E=kT$ is 19.4 fs.

## Scaling with field

At fixed mass and permittivity, $r_s\propto F^{-1/2}$. Therefore

$$t_0\propto m^{1/2}\varepsilon^{-1/4}F^{-3/4},\qquad a\propto E\,\varepsilon^{1/2}F^{-1/2}.$$

A higher field lowers $a$ and slowly raises $I$, so $t$ falls less steeply than $F^{-3/4}$. Temperature enters through $a$ alone if the other parameters are held fixed: at 400 K the time is 8.46 fs, 7% below its value at 300 K.

The opposite limit is $a\gg1$. Then $I\to1/\sqrt a$ and $t\to r_s\sqrt{m/2E}\propto F^{-1/2}$, the constant-speed result. The change of regime is near $a=1$, which for $E=kT$ requires a field lower by $0.0987^2$, or about 0.01 MV/cm. There $t_0$ is about 200 fs. At $a=1$ the denominator of $I$ is $\sqrt{1-x+x^2}\le1$, so $I\ge\int_0^1\sqrt x\,dx=2/3$, while the constant-speed bound gives $I\le1$. The ballistic time then lies between about 130 and 200 fs. But the barrier lowering is a mere $2kT$ and the saddle is some 27 nm away, much too far for the collisionless assumption in silica.

## Comparison with the phonons

Represent the polar lattice by two undamped, dispersionless modes, with transverse quanta of 55 and 130 meV and longitudinal quanta of 63 and 153 meV:

$$\varepsilon(\omega)=\varepsilon_\infty\prod_{j=1}^{2}\frac{\omega_{Lj}^2-\omega^2}{\omega_{Tj}^2-\omega^2}.$$

At zero frequency this gives

$$\varepsilon_s=2.1\left(\frac{63}{55}\right)^2\left(\frac{153}{130}\right)^2=3.82 .$$

The transverse periods are 75.2 and 31.8 fs, and the longitudinal periods 65.6 and 27.0 fs. The electron's time is shorter than all four. It is 0.14 of the soft longitudinal period and 0.34 of the stiff one.

This shows that the lattice has no time to settle during a ballistic pass. It does not yet show that the lattice is frozen. A frozen oscillator requires a small phase, $\omega t\ll1$, and the phase is $2\pi$ times the fraction of a period. At arrival the phases are 0.87 and 2.12 rad. The second is not small.

To see what these phases mean, let the charge of the centre be uncovered at $t=0$, with the lattice initially unpolarized. Its displacement field then switches on as a step, and the resulting electric field is governed by $1/\varepsilon(\omega)$. Partial fractions give

$$\frac1{\varepsilon(\omega)}=\frac1{\varepsilon_\infty}-\sum_j c_j\frac{\omega_{Lj}^2}{\omega_{Lj}^2-\omega^2}.$$

Multiplying by $\omega_{Lj}^2-\omega^2$ and setting $\omega=\omega_{Lj}$ isolates the coefficient. With $k$ the other mode,

$$c_j=\frac{(\omega_{Lj}^2-\omega_{Tj}^2)(\omega_{Tk}^2-\omega_{Lj}^2)}{\varepsilon_\infty\omega_{Lj}^2(\omega_{Lk}^2-\omega_{Lj}^2)} .$$

The values are 0.0753 for the soft mode and 0.139 for the stiff one. Their sum, 0.214, equals $1/\varepsilon_\infty-1/\varepsilon_s$, as the zero-frequency limit demands.

Each term is the response of an oscillator obeying $\ddot q+\omega_{Lj}^2q=\omega_{Lj}^2c_j$ after the step. Starting from rest at $q=0$, it follows $q=c_j(1-\cos\omega_{Lj}t)$. Thus

$$\frac1{\varepsilon(t)}=\frac1{\varepsilon_\infty}-\sum_jc_j(1-\cos\omega_{Lj}t).$$

At arrival the two brackets are 0.36 and 1.52. The lattice contribution is $0.0753\times0.36+0.139\times1.52=0.24$, or 111% of the static value 0.214. The stiff mode has overshot its equilibrium displacement.

Over the flight the mean is smaller. Since the time average of $\cos\omega t$ is $\sin(\omega t)/(\omega t)$, the average contribution is

$$0.0753\left(1-\frac{\sin0.874}{0.874}\right)+0.139\left(1-\frac{\sin2.12}{2.12}\right)=0.092 ,$$

which is 43% of the static lattice screening. The averaged inverse permittivity is $0.476-0.092=0.384$, corresponding to $\varepsilon\approx2.6$. This number describes the centre's screened field during the flight; it is not a permittivity proved to belong in the escape rate.

For a pass that starts from an unpolarized lattice, the ballistic estimate therefore excludes a lattice that stays in equilibrium with the uncovered charge, but it does not establish $\varepsilon_\infty$. The time average lies nearer to 2.1 than to 3.82, while the screening at arrival is already of static size. Nor does the conclusion hinge on having used $\varepsilon_\infty$ to find the path: with $\varepsilon_s$ the saddle is at 1.94 nm, the time is 7.27 fs, and the stiff-mode phase is still about 1.7.

How much higher must the field be for a nearly frozen lattice? With temperature, mass and $\varepsilon_\infty$ fixed, the stiff-mode phase falls to 0.5 at 9.9 MV/cm. Between 1 and 9.9 MV/cm the time thus falls by $2.12/0.5\approx4.2$, an average power of about $F^{-0.63}$, consistent with the logarithmic weakening of $F^{-3/4}$. But 9.9 MV/cm is about the rough breakdown field of silica, and the saddle is then only $2.62/\sqrt{9.9}\approx0.8$ nm from the centre, where a point charge in a continuum is a doubtful model.

## What is at stake in the current

The barrier lowering is 0.524 eV with $\varepsilon_\infty$ and 0.388 eV with $\varepsilon_s$. If all other factors are equal, the corresponding Boltzmann factors differ by

$$\exp\left(\frac{0.524-0.388}{0.02585}\right)\approx190 .$$

A modest change in permittivity thus becomes a large change in the predicted emission rate.

The travel time alone cannot settle this exponent. Suppose that electron and lattice were both classical and stayed in thermal equilibrium. For a lattice coordinate $q$ with energy $\kappa q^2/2-gq$, completing the square gives

$$\frac{\kappa q^2}{2}-gq=\frac\kappa2\left(q-\frac g\kappa\right)^2-\frac{g^2}{2\kappa}.$$

Integration over $q$ leaves the free energy $-g^2/(2\kappa)$ plus a constant. If $g=g_++g_-$ is the sum of the couplings to the centre and to the electron, their interaction is $-g_+g_-/\kappa$. It is positive for opposite charges and weakens their attraction by the full static amount. Neither the mass of the lattice nor the travel time appears. In that equilibrium limit the barrier in the exponent is statically screened, even if single passes are fast, because the thermal ensemble includes lattice displacements that are favourable before the electron moves.

Here the phonon quanta are 2.4 and 5.9 times $kT$, so a classical lattice is not a good description. The time comparison tells how far the centre's own field is screened in one pass from an unpolarized lattice. It does not give the net force on the electron, and a reliable rate exponent needs the coupled quantum motion.

## How firm is the time?

Collisions lengthen the flight. A rough mobility of 20 cm²/Vs gives a momentum relaxation time $\tau=\mu m/e=5.7$ fs. At the mean flight speed $r_s/t$ the free path is

$$\frac{2.62}{9.13}\times5.7\ \text{nm}\approx1.6\ \text{nm},$$

shorter than the path to the saddle. For the opposite picture use force-free diffusion, with $D=\mu kT/e$. The time for a mean-square displacement $r_s^2$ along one axis is $r_s^2/(2D)\approx66$ fs. This equals about one soft longitudinal period and 2.5 stiff periods. But it omits the strong Coulomb force and so greatly overstates the delay.

A better scale comes from damped motion near the saddle. On the way down into the well, the displacement $y$ from the saddle obeys $\ddot y+\dot y/\tau=y/t_0^2$. It grows at the rate $\sqrt{1/t_0^2+1/(4\tau^2)}-1/(2\tau)\approx0.098$ fs$^{-1}$, instead of $1/t_0=0.164$ fs$^{-1}$ without friction. In thermal equilibrium a successful climb is statistically the time reverse of such a descent. The slow part of the flight is therefore stretched by a factor of about 1.7, and the whole flight by less. Even this moves the flight average towards static screening.

The classical picture is also strained. A flight of 9.1 fs has an energy scale $\hbar/t=72$ meV, nearly three times $kT$. The trajectory cannot resolve the thermal excess assigned to it, and the time is good to its order of magnitude.

Tunnelling near the barrier top can be sized from the curvature

$$V''(r_s)=-\frac{2C}{\varepsilon r_s^3}=-\frac{2eF}{r_s}=-m\omega_b^2 .$$

Thus $\omega_b=1/t_0$ and $\hbar\omega_b=108$ meV. For a parabolic barrier the transmission at energy $E$ from the top is $[1+e^{-2\pi E/\hbar\omega_b}]^{-1}$. With $u=\hbar\omega_b/kT$ and $s=e^{-2\pi E/\hbar\omega_b}$, its thermal average relative to classical passage is

$$\frac{u}{2\pi}\int_0^\infty\frac{s^{u/2\pi-1}}{1+s}ds=\frac{u/2}{\sin(u/2)},\qquad u<2\pi .$$

Here $u=4.17$, and the factor is 2.4; the true barrier is wider than the parabola below its top, which lowers the factor slightly. This factor counts motion along the axis only. Across the axis the saddle has curvature $eF/r_s$, so two transverse modes have quanta $\hbar\omega_b/\sqrt2=76$ meV. With $u_\perp=u/\sqrt2$ their zero-point motion multiplies the rate by $[(u_\perp/2)/\sinh(u_\perp/2)]^2\approx0.51$, which leaves a net factor of about 1.2 at the saddle. Both effects are small beside the factor of 190 between the two permittivity limits.

The electron also polarizes the lattice itself, which the screening calculation left out. For a slow electron, second-order perturbation theory in the coupling to mode $j$ lowers its energy by

$$\frac{Cc_j\hbar\omega_{Lj}}{\pi}\int_0^\infty\frac{dk}{\hbar\omega_{Lj}+\hbar^2k^2/2m}=\frac{Cc_j}{2}\sqrt{\frac{2m\omega_{Lj}}{\hbar}} .$$

The prefactor follows from the condition that an infinitely heavy charge recover the static lattice self-energy. The two modes together give 0.19 eV, more than the 0.14 eV difference between the two barrier lowerings. In a flight this short the cloud cannot be assumed fully formed, so this is the size of an omitted effect and not a correction to be added. Its direction can be stated. From an unpolarized start the electron's polarization lags behind it and pulls it back. While $\omega_{Lj}t<\pi$ the lattice response keeps one sign, and the electron's earlier positions are nearer to it than the centre is, so this pull tends to outweigh the outward push from the screening of the centre. For an electron smeared over $\sqrt{\hbar/2m\omega_L}\approx0.7$ nm (stiff mode), the pull at arrival is about four times the static screening force, against 1.1 times for the push. The size depends strongly on the smearing length.

## The real oxide

The parameters are rough values for amorphous silica, whose static permittivity is about 3.9; the model's 3.82 is close. The field of 1 MV/cm is about a tenth of breakdown. Real silica has damped, broadened vibrations and a further, weaker polar band between the two modes used here. At the mobility assumed here, collisions lengthen the flight by less than a factor of two; a lower mobility would lengthen it further. Treating the centre as isolated also sets a condition on the density of emptied, and therefore charged, centres; occupied ones are neutral in this model. Spheres of radius $r_s$ on a cubic grid touch at $1/(2r_s)^3\approx7\times10^{18}$ cm$^{-3}$; well before that density, neighbouring charges alter the saddle.

For this oxide and field, the travel time thus does not by itself justify $\varepsilon_\infty$ in place of $\varepsilon_s$. Even in a fast pass the lattice responds appreciably, screening the centre and dragging on the electron, so it cannot be treated as frozen, and the emission rate should be calculated with both values. A fit of emission data that needs a permittivity between 2.1 and 3.8 would not by itself contradict the Coulomb-escape picture. The numerical output below gives the individual times and screening shares.

## Numbers as computed

```
Field: 1 MV/cm
Temperature: 300 K
Thermal energy kT: 25.85 meV
Band mass (rough): 0.5 m0
High-frequency permittivity (rough): 2.1
Static permittivity from phonon quanta: 3.82
TO quantum, soft mode (rough): 55 meV
LO quantum, soft mode (rough): 63 meV
TO period, soft mode: 75.2 fs
LO period, soft mode: 65.6 fs
TO quantum, stiff mode (rough): 130 meV
LO quantum, stiff mode (rough): 153 meV
TO period, stiff mode: 31.8 fs
LO period, stiff mode: 27 fs
Saddle distance, high-frequency: 2.62 nm
Saddle distance, static: 1.94 nm
Barrier lowering, high-frequency: 0.524 eV
Barrier lowering, static: 0.388 eV
Ratio of Boltzmann factors of the two limits: 1.9e+02
Energy F*r_s, high-frequency: 0.262 eV
Ratio a = kT/(F*r_s): 0.0987
Time unit sqrt(m r_s/(2F)): 6.1 fs
Shape integral I(a): 1.5
Shape integral, small-a formula: 1.55
Travel time, excess kT: 9.13 fs
Travel time from Newton's equation: 9.13 fs
Travel time, flux average: 10.7 fs
Travel time, constant thermal speed: 19.4 fs
Travel time with static permittivity: 7.27 fs
Travel time over stiff LO period: 0.338
Travel time over soft LO period: 0.139
Phase of soft LO mode at arrival: 0.874 rad
Phase of stiff LO mode at arrival: 2.12 rad
Residue c of soft mode: 0.0753
Residue c of stiff mode: 0.139
Share of lattice screening, flight average: 43.2 %
Share of lattice screening at arrival: 111 %
Permittivity from flight-averaged 1/eps: 2.61
Escapers slower than stiff LO period: 0.17 %
Field for stiff-mode phase 0.5: 9.9 MV/cm
Breakdown field (rough): 10 MV/cm
Mobility (rough): 20 cm2/Vs
Momentum relaxation time: 5.7 fs
Free path at mean flight speed: 1.6 nm
Force-free diffusion time over r_s: 66 fs
Barrier-top quantum: 108 meV
Tunnelling factor on the rate: 2.4
Energy blur hbar/t: 72 meV
Polaron shift, weak coupling: 0.19 eV
Time inside 0.2 nm core over travel time: 0.98 %
Density where saddle spheres touch: 7e+18 cm^-3
Travel time at 400 K: 8.46 fs
```
